# Optimum Channel Spacing at Fixed Pressure Drop: The Inverse Fourth-Root Law

## 1. Result and conventions

Water driven by 20 kPa through parallel slots 10 mm long removes most heat when the slots are 86 µm wide. At that spacing the liquid on the mid-plane leaves with 56% of its possible temperature rise already completed, so the thermal layers from the two walls overlap before the outlet. A simple matching argument places the optimum where the layers just meet at the outlet. It gives the correct dependence on pressure, but its prefactor depends on where a layer is taken to end. The derivation below shows why the exponent is right, and supplies the prefactor that the argument leaves open.

A stack of parallel plates fills a fixed frontal area. The plates have length $L$ along the flow and are separated by slots of spacing $D$. Changing $D$ changes the number of slots, while the pressure difference $\Delta P$ stays fixed. The plates are at temperature $T_w$, the liquid enters at $T_0$, and $\Delta T=T_w-T_0$. The liquid has viscosity $\mu$, density $\rho$, heat capacity $c_p$, conductivity $k$, thermal diffusivity $\alpha=k/(\rho c_p)$, kinematic viscosity $\nu=\mu/\rho$ and Prandtl number $\mathrm{Pr}=\nu/\alpha$. The dimensionless pressure drop is

$$\mathrm{Be}=\frac{\Delta P\,L^2}{\mu\alpha}.$$

The result is

$$D_{\rm opt}=c\,L\,\mathrm{Be}^{-1/4},\qquad c\simeq3.07 .$$

It holds for laminar, developed flow whose pressure drop is almost entirely wall friction, which requires $\mathrm{Pr}$ well above one. Properties are constant, slots are much deeper than $D$, and plate thickness is negligible or a fixed fraction of $D$. Section 7 examines several of these assumptions one at a time.

## 2. Flow speed set by the pressure

Let $y$ be measured from the mid-plane of a slot. The liquid between $-y$ and $y$ does not accelerate, so the pressure force on its ends balances the shear on its two faces. Per unit slot depth,

$$2y\,\Delta P=2L\left(-\mu\frac{du}{dy}\right)
\quad\Rightarrow\quad \frac{du}{dy}=-\frac{\Delta P}{\mu L}\,y .$$

Integration with $u=0$ at $y=\pm D/2$ gives

$$u=\frac{\Delta P}{2\mu L}\left(\frac{D^2}{4}-y^2\right).$$

The average of $y^2$ across the slot is $D^2/12$, so the mean speed is

$$U=\frac{\Delta P}{2\mu L}\left(\frac{D^2}{4}-\frac{D^2}{12}\right)=\frac{\Delta P\,D^2}{12\mu L}. \tag{1}$$

Hence $u=\tfrac32U(1-4y^2/D^2)$, and the shear rate at the wall is $\gamma=\Delta P\,D/(2\mu L)=6U/D$.

Equation (1) is the source of the fourth root. At fixed pressure, a wider slot also carries faster liquid, which has less time to warm.

## 3. What matching can establish

Heat diffuses a distance of order $(\alpha t)^{1/2}$ in time $t$. With the transit time $L/U$, the thermal layer at the outlet has thickness $\delta_T\sim(\alpha L/U)^{1/2}$. Setting $\delta_T\sim D$ and using (1) without its numerical factor gives

$$D^2\sim\frac{\alpha L}{U}\sim\frac{\mu\alpha L^2}{\Delta P\,D^2}
\quad\Rightarrow\quad
\frac DL\sim\left(\frac{\mu\alpha}{\Delta P\,L^2}\right)^{1/4}=\mathrm{Be}^{-1/4}.$$

A thin layer sees the slower liquid near the wall, where the speed is about $U\delta_T/D$. Then $\delta_T^2\sim\alpha LD/(U\delta_T)$, or $\delta_T^3\sim\alpha LD/U$. When $\delta_T\sim D$ this again gives $D^2\sim\alpha L/U$, so the exponent does not depend on which estimate is used.

The exponent can be obtained without estimates. With conduction along the flow neglected, $\theta=(T_w-T)/\Delta T$ obeys $u\,\partial_x\theta=\alpha\,\partial_y^2\theta$. Put $Y=2y/D$ and $\zeta=\alpha x/(UD^2)$. Then $\partial_x=(\alpha/UD^2)\partial_\zeta$ and $\partial_y^2=(4/D^2)\partial_Y^2$, so that

$$\tfrac32(1-Y^2)\,\partial_\zeta\theta=4\,\partial_Y^2\theta
\quad\Rightarrow\quad
(1-Y^2)\,\partial_\zeta\theta=\tfrac83\,\partial_Y^2\theta, \tag{2}$$

with $\theta=1$ at the inlet and $\theta=0$ at $Y=\pm1$. No parameter remains. The flow-averaged outlet value $\theta_m$ depends on the single number $z=\alpha L/(UD^2)$.

Define $s=(D/L)\mathrm{Be}^{1/4}$. Substituting (1) into $z$ gives

$$z=\frac{12\mu\alpha L^2}{\Delta P\,D^4}=\frac{12}{s^4}. \tag{3}$$

Also $D^2=s^2L^2\mathrm{Be}^{-1/2}=s^2L(\mu\alpha/\Delta P)^{1/2}$, so (1) becomes

$$U=\frac{s^2}{12}\left(\frac{\Delta P\,\alpha}{\mu}\right)^{1/2}. \tag{4}$$

The heat removed per frontal area is the enthalpy gained by the liquid, $q=\rho c_pU\Delta T(1-\theta_m)$. Therefore

$$q=\rho c_p\Delta T\left(\frac{\Delta P\,\alpha}{\mu}\right)^{1/2}\frac{s^2}{12}\left[1-\theta_m\!\left(\frac{12}{s^4}\right)\right]. \tag{5}$$

The spacing enters through $s$ alone. The best $s$ is a pure number $c$, which proves the fourth-root law within this model. It also shows that the greatest $q$ grows as $\Delta P^{1/2}$ and does not depend on $L$.

## 4. The two limits

**Narrow slots.** When $s$ is small, $z$ is large and the liquid leaves at the plate temperature, so $\theta_m\to0$. Then $q=\rho c_p\Delta T\,\Delta P\,D^2/(12\mu L)$. Heat removal is limited by flow and rises as $D^2$.

**Wide slots.** The thermal layers are thin, and at distance $r$ from a wall $u\simeq\gamma r$. Try $\theta=F(\eta)$ with $\eta=r(\gamma/9\alpha x)^{1/3}$. Since $\partial_x\eta=-\eta/(3x)$, the equation $\gamma r\,\partial_x\theta=\alpha\,\partial_r^2\theta$ becomes

$$-\frac{\gamma\eta^2}{3x}\left(\frac{9\alpha x}{\gamma}\right)^{1/3}F'=\alpha\left(\frac{\gamma}{9\alpha x}\right)^{2/3}F''.$$

Dividing by the factor multiplying $F''$ leaves $F''=-3\eta^2F'$, so $F'\propto e^{-\eta^3}$. The conditions $F(0)=0$ and $F(\infty)=1$, with $\int_0^\infty e^{-t^3}dt=\Gamma(4/3)$, give

$$F(\eta)=\frac{1}{\Gamma(4/3)}\int_0^\eta e^{-t^3}dt .$$

The heat flux from one wall is $k\Delta T\,\partial_r\theta$ at $r=0$, or $k\Delta T(\gamma/9\alpha x)^{1/3}/\Gamma(4/3)$. Integrating along the plate uses $\int_0^Lx^{-1/3}dx=\tfrac32L^{2/3}$. Two walls supply twice this, and division by $\rho c_pUD\Delta T$ gives

$$1-\theta_m=\frac{3}{\Gamma(4/3)}\frac{\alpha L^{2/3}}{UD}\left(\frac{6U}{9\alpha D}\right)^{1/3}=Cz^{2/3},\qquad
C=\frac{3(2/3)^{1/3}}{\Gamma(4/3)}=2.935. \tag{6}$$

By (3) and (5), $q\propto s^2(s^{-4})^{2/3}=s^{-2/3}$. Most of the liquid now passes through unheated.

Because $q$ rises at small $s$ and falls at large $s$, a maximum lies between. A finite-volume solution of the flow and energy equations at 2 and 3.4 times the optimum spacing, extrapolated to thin layers, gives $C=2.938$.

**Prefactors from matching.** Three reasonable criteria can be compared.

- The two limiting laws cross where $Cz^{2/3}=1$. Then $z=C^{-3/2}$ and $s=(12C^{3/2})^{1/4}=2.79$.
- The conduction thickness is $\delta=k\Delta T/(\text{wall flux})=\Gamma(4/3)(9\alpha L/\gamma)^{1/3}$ at the outlet. Setting $\delta=D/2$, cubing, and using $\gamma=6U/D$ gives $\tfrac32\Gamma(4/3)^3z=\tfrac18$. Hence $s^4=12/z=144\,\Gamma(4/3)^3$ and $s=3.18$.
- If the layer edge is placed where $F(m)=0.99$, then $m$ replaces $\Gamma(4/3)$ in the same algebra. The result is $s=(144m^3)^{1/4}=4.47$.

All three give the same exponent. The prefactor depends on the chosen criterion, so its value must come from maximizing (5).

## 5. The true maximum

Seek solutions of (2) of the form $\phi(Y)e^{-\lambda\zeta}$. With $\lambda=8\beta^2/3$,

$$\phi''+\beta^2(1-Y^2)\phi=0,\qquad \phi'(0)=0,\quad\phi(1)=0. \tag{7}$$

Write $\phi=e^{-\beta Y^2/2}f$. Two differentiations give $f''-2\beta Yf'+(\beta^2-\beta)f=0$. With $t=\beta Y^2$, one has $f''=2\beta f_t+4\beta t f_{tt}$ and $2\beta Yf'=4\beta t f_t$. Division by $4\beta$ then yields Kummer's equation,

$$t f_{tt}+\left(\tfrac12-t\right)f_t-\tfrac{1-\beta}{4}f=0 .$$

The solution even in $Y$ is $f=M(\tfrac{1-\beta}{4},\tfrac12,t)$, where $M(a,b,t)=\sum_n (a)_nt^n/[(b)_n\,n!]$ and $(a)_n=a(a+1)\cdots(a+n-1)$. The wall condition $M(\tfrac{1-\beta}{4},\tfrac12,\beta)=0$ selects the values $\beta_n$. The smallest is $\beta_1=1.682$, giving $\lambda_1=7.541$.

Multiplying (7) for $\phi_n$ by $\phi_j$, subtracting the same expression with indices exchanged, and integrating from 0 to 1 removes the derivative terms through the boundary conditions. Different modes are therefore orthogonal with weight $1-Y^2$. The inlet condition $1=\sum A_n\phi_n$ gives $A_n=\int(1-Y^2)\phi_n\,dY/\int(1-Y^2)\phi_n^2\,dY$. The flow average is $\theta_m=\tfrac32\int_0^1(1-Y^2)\theta\,dY$, so

$$\theta_m=\sum_nG_ne^{-\lambda_nz},\qquad
G_n=\frac32\,\frac{\left[\int_0^1(1-Y^2)\phi_n\,dY\right]^2}{\int_0^1(1-Y^2)\phi_n^2\,dY}, \tag{8}$$

with $G_1=0.9104$.

Near the optimum, keep the first term and put $a=\lambda_1z$. Since $s^2\propto z^{-1/2}$, the quantity to maximize is $a^{-1/2}(1-G_1e^{-a})$. Its derivative vanishes when

$$-\tfrac12a^{-3/2}(1-G_1e^{-a})+a^{-1/2}G_1e^{-a}=0 .$$

Multiplication by $2a^{3/2}$ and rearrangement give

$$G_1e^{-a}(1+2a)=1. \tag{9}$$

The larger root is $a=1.014$. There is also a root at small $a$, which is an artefact: as $a\to0$ the truncated sum leaves $1-G_1$ of the heat already transferred at zero length. From the valid root,

$$z=\frac{1.014}{7.541}=0.1345,\qquad c=\left(\frac{12}{0.1345}\right)^{1/4}=3.07 .$$

Direct maximization of the finite-volume heat removal, which does not truncate the series, also gives $c=3.074$. In the same calculation, quadrupling $\Delta P$ gives an exponent of $-0.25$ for $D_{\rm opt}$ and $0.5$ for the greatest heat. Quadrupling $L$ gives an exponent of $0.5$ for $D_{\rm opt}$, as required by $L\,\mathrm{Be}^{-1/4}\propto L^{1/2}$.

At the optimum $\theta_m=0.330$, so (5) becomes

$$q_{\max}=0.527\,\rho c_p\Delta T\left(\frac{\Delta P\,\alpha}{\mu}\right)^{1/2}. \tag{10}$$

The mid-plane value is $\theta=0.436$, which is the 56% completion noted at the start. Letting the layers merge is worthwhile because the optimum balances the warming of each parcel of liquid against the amount of liquid passed.

Pumping power per frontal area is $\Delta P\,U$. At the optimum $U\propto\Delta P^{1/2}$, so this power grows as $\Delta P^{3/2}$, or as the cube of the heat removed. Doubling the heat at fixed $\Delta T$ thus takes four times the pressure and eight times the pumping power, provided the slots are also narrowed by a factor $\sqrt2$ to stay at the optimum. With unchanged slots, both costs are higher, about 6 and 36 times. The fixed-pressure optimum is not the least-power one: somewhat narrower slots, $s\simeq2.7$, double the heat at about 4.35 times the pressure and 7 times the power.

## 6. Worked example

The case is a silicon microchannel cooler on a chip 10 mm × 10 mm, with channels 300 µm deep. Water enters at 300 K and the walls are at 330 K. The water is assigned the following constant properties, which are chosen inputs of the example and not precise data: $\mu=0.85$ mPa s, $k=0.61$ W/(m K), $\rho=996$ kg/m³ and $c_p=4180$ J/(kg K). They give $\alpha=1.465\times10^{-7}$ m²/s and $\mathrm{Pr}=5.8$. Then

$$\mathrm{Be}=\frac{(2\times10^4)(10^{-2})^2}{(0.85\times10^{-3})(1.465\times10^{-7})}=1.61\times10^{10},$$

$$L\,\mathrm{Be}^{-1/4}=28.1\ \mu\mathrm m,\qquad D_{\rm opt}=3.074\times28.1=86\ \mu\mathrm m .$$

Equation (1) gives $U=1.46$ m/s. For the Reynolds number, (4) and $(\Delta P\alpha/\mu)^{1/2}=\alpha\mathrm{Be}^{1/2}/L$ lead to

$$\mathrm{Re}=\frac{2UD}{\nu}=\frac{c^3\,\mathrm{Be}^{1/4}}{6\,\mathrm{Pr}}=296 .$$

The flow is comfortably laminar. Since $\mathrm{Re}\propto\Delta P^{1/4}$ at the optimum, a rough limit of 2000 would be reached near 42 MPa, far outside the use of such a cooler.

With negligible wall thickness, the frontal area is $0.3\times10=3$ mm². The flow rate is $1.46\ \mathrm{m/s}\times3\ \mathrm{mm^2}=4.4$ mL/s and the pumping power is 88 mW. The ideal heat removal is

$$(996)(4180)(4.385\times10^{-6})(30)(1-0.330)\simeq370\ \mathrm W .$$

This is the idealized model's value, not a design rating.

At the same pressure, a spacing 25% below the optimum retains 81% of the greatest heat, while one 25% above retains 93%. The asymmetry has two sources of similar size. One is the different slopes on the two sides, which tend to $D^2$ for narrow slots and $D^{-2/3}$ for wide ones. The other is that a 25% decrease is a larger change in ratio than a 25% increase. At equal ratios of 1.29 either way the retained heats are 85% and 91%, a little over half of the gap. If fabrication tolerance is symmetric, the nominal spacing should lie slightly above $D_{\rm opt}$.

## 7. Corrections and failure of the law

**Kinetic loss.** Liquid starts at rest in a plenum and leaves as a jet whose kinetic energy is taken as lost. For the parabolic profile the energy carried per volume is $\tfrac12\rho U^2(\tfrac32)^3\int_0^1(1-Y^2)^3dY$. The integral is $16/35$, so

$$\Delta P=\frac{12\mu LU}{D^2}+\frac{27}{35}\rho U^2 .$$

Put $U=w(\Delta P\alpha/\mu)^{1/2}$. Since $\rho U^2/\Delta P=w^2/\mathrm{Pr}$, division by $\Delta P$ gives

$$1=\frac{12w}{s^2}+\frac{27}{35}\frac{w^2}{\mathrm{Pr}},\qquad z=\frac{1}{ws^2}.$$

Pressure has disappeared. In this model the loss changes $c$ through $\mathrm{Pr}$ and leaves the pressure exponent at $-1/4$, which the direct calculation confirms. Here the loss takes 6.8% of the pressure, lowers the greatest heat by 3.6%, and moves the optimum to 85 µm. Two effects oppose each other: the loss penalizes wide, fast slots, but slower liquid also has longer to warm. The small net shift is towards narrower slots. Extra friction in the entry region and losses in manifolds are not included.

**Flow entry.** A small symmetric disturbance of the profile, carried at speed $U$ without changing the flow rate, has modes $\cos(pY)-\cos p$ with $\tan p=p$. The slowest decays over a length $U(D/2)^2/(p^2\nu)$, with $p$ the smallest positive root. This e-folding length is 1.6% of $L$. Starting from a uniform inlet profile, the mid-plane speed reaches 99% of its final value after about 6% of $L$, so developed flow is a good approximation here. The ratio to $L$ varies as $1/(\mathrm{Pr}\,z)$. For $\mathrm{Pr}$ near one or below, neither this length nor the kinetic loss can be assumed small. The best spacing is nevertheless insensitive: the kinetic-loss model above gives $c\simeq2.98$ at $\mathrm{Pr}=1$ and 0.7, and flow developing from a uniform inlet gives $c$ between 3.0 and 3.05 down to $\mathrm{Pr}=0.3$. What fails is (10), since the greatest heat falls to about 85% of it at $\mathrm{Pr}=1$ and 81% at $\mathrm{Pr}=0.7$.

**Walls of fixed thickness.** Walls of thickness $t$ reduce the open fraction of the front to $D/(D+t)$. If $t\propto D$, this factor is constant and the law stands. If $t$ is fixed, the maximum satisfies

$$\frac{d\ln q}{d\ln D}=-\frac{t}{D+t},$$

where $q$ is the result without walls. The optimum therefore moves to the wide side. For $t=40$ µm it is 94 µm, with 69% of the ideal heat. Higher pressure makes $D$ smaller relative to $t$ and strengthens the shift, so the pure power law fails. Between 5 and 80 kPa the average exponent is $-0.232$.

**Channel depth and silicon conduction.** At 86 µm spacing and the same pressure, the floor and cover of a 300 µm deep channel reduce the mean speed to 0.82 of the wide-slot value. The silicon walls are also cooler away from the chip. An energy balance with uniform film coefficient $h$ reads $\rho c_pUD\,d\theta_m/dx=-2h\theta_m$, hence $h=-\rho c_pUD\ln\theta_m/(2L)=29$ kW/(m² K). For a wall of depth $b$ and conductivity $k_s=140$ W/(m K), cooled on both faces and insulated at its tip, the ratio of mean to base temperature excess is

$$\frac{\tanh(m_sb)}{m_sb}=0.77,\qquad m_s=\left(\frac{2h}{k_st}\right)^{1/2}.$$

This factor, based on the length-averaged $h$, estimates how much the wall heat flux is reduced for a given liquid temperature. The reduction is stronger near the inlet, where the local $h$ is larger. It should not be multiplied directly into the total heat, because liquid that receives less heat also stays cooler.

**Viscosity and heating condition.** Using the rough 330 K viscosity, 0.49 mPa s, throughout the slot moves the optimum to 75 µm. This indicates the sensitivity; the variation of viscosity across the slot is not modelled. If the walls instead supply uniform heat flux $q_w$ and their hottest point is limited, the peak rise is $(q_wD/k)R(z)$, with $R$ a dimensionless function. The frontal heat is then $2Lq_w/D=2Lk\Delta T/[D^2R(z)]$, so $s$ again fixes the optimum and the exponent is unchanged. The spacing becomes 89 µm.

**Small terms.** Viscous dissipation raises the flow-averaged water temperature by at most about $\Delta P/(\rho c_p)=4.8$ mK. Conduction along the flow is small because $UL/\alpha\simeq10^5$.

**Relation to real coolers.** Real walls have a thickness that cannot be neglected. In the example, 40 µm walls alone remove about 31% of the ideal heat, yet move the best spacing by only 9%. Finite depth and wall conduction reduce the heat further and add to the shift: with a heated floor, the 300 µm depth, the 40 µm walls and conduction in them taken together, the best spacing is about 98 µm, 13% above $D_{\rm opt}$, with about 55% of the ideal heat. The thermal resistance between the chip's circuits and the channel walls is absent from the model. The formula is therefore more useful for choosing an initial spacing than for rating a cooler. A final design needs all these effects solved together.

## Table of computed values

```
pressure difference: 20 kPa
flow length: 10 mm
chip width: 10 mm
channel depth: 300 um
inlet temperature: 300 K
wall temperature: 330 K
water viscosity, rough: 0.85 mPa s
water conductivity, rough: 0.61 W/(m K)
water density, rough: 996 kg/m3
water heat capacity, rough: 4180 J/(kg K)
water thermal diffusivity: 1.465e-07 m2/s
Prandtl number: 5.825 1
dimensionless pressure Be: 1.606e+10 1
length L*Be^(-1/4): 28.09 um
first eigenvalue beta_1: 1.682 1
first decay rate 8 beta_1^2/3: 7.541 1
first weight G_1: 0.9104 1
optimum a: 1.014 1
optimum z: 0.1345 1
prefactor c, theory: 3.074 1
prefactor c, direct: 3.074 1
wide-slot constant C, theory: 2.935 1
wide-slot constant C, direct: 2.938 1
prefactor, crossing asymptotes: 2.787 1
prefactor, conduction layers meet: 3.182 1
prefactor, 99% layers meet: 4.467 1
direct exponent of D in dP: -0.25 1
direct exponent of D in L: 0.5 1
direct exponent of heat in dP: 0.5 1
optimum spacing: 86.34 um
mean speed: 1.462 m/s
Reynolds number 2UD/nu: 295.8 1
pressure for Re = 2000: 41.82 MPa
outlet theta, flow average: 0.3303 1
outlet theta, mid-plane: 0.4356 1
scaled greatest heat: 0.5273 1
ideal heat removed: 366.8 W
flow rate, no wall thickness: 4.385 mL/s
pumping power: 87.7 mW
relative heat at 0.75 D_opt: 0.8089 1
relative heat at 1.25 D_opt: 0.9299 1
spacing with kinetic loss: 85.18 um
kinetic share of pressure: 0.06759 1
relative heat with kinetic loss: 0.9636 1
dP exponent with kinetic loss: -0.25 1
flow entry decay length / L: 0.01581 1
silicon wall thickness: 40 um
spacing with fixed walls: 94.25 um
relative heat with fixed walls: 0.6923 1
dP exponent, fixed walls, 5-80 kPa: -0.2317 1
film coefficient: 29.11 kW/(m2 K)
silicon conductivity, rough: 140 W/(m K)
fin efficiency: 0.7728 1
speed factor, finite depth: 0.819 1
water viscosity at 330 K, rough: 0.49 mPa s
spacing with 330 K viscosity: 75.23 um
spacing for uniform heat flux: 88.94 um
viscous heating of water: 4.804 mK
Peclet number UL/alpha: 9.976e+04 1
```
